# The Ewald potential as the zero-screening limit of Yukawa sums: verification in Python

```python
"""
Result under test: for charges q on a lattice (cell volume V), the Yukawa sum
    S(r) = q * sum_R exp(-kappa |r-R|) / |r-R|
minus its cell mean 4 pi q / (V kappa^2) tends, as kappa -> 0, to the Ewald
potential phi(r) of the charges in a uniform neutralising background.
The error is -kappa^2 (4 pi q/V) sum_{G != 0} cos(G.r) / (G^2 (G^2+kappa^2)).
Symbols: R lattice sites, G reciprocal vectors, kappa screening parameter,
alpha Ewald splitting parameter, xi site potential per unit charge.
Hartree atomic units throughout (bohr, hartree, elementary charge).
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi
charge = 1.0
cell = np.array([[8.0, 0.0, 0.0], [2.0, 9.0, 0.0], [1.0, -1.0, 10.0]])
volume = abs(np.linalg.det(cell))
reciprocal = 2 * pi * np.linalg.inv(cell).T
far_point = np.array([3.0, 2.0, 4.0])
near_point = np.array([1.0, 0.0, 0.0])
kappas = [0.4, 0.2, 0.1, 0.05]
alpha = 0.3


def points_in_sphere(vectors, radius):
    """All integer combinations of the row vectors inside a sphere."""
    dual = np.linalg.inv(vectors).T
    nmax = np.ceil(radius * np.linalg.norm(dual, axis=1)).astype(int)
    axes = [np.arange(-n, n + 1) for n in nmax]
    integers = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    points = integers @ vectors
    return points[np.einsum("ij,ij->i", points, points) <= radius**2]


@lru_cache(maxsize=None)
def sites(radius):
    return points_in_sphere(cell, radius)


@lru_cache(maxsize=None)
def waves(radius):
    """Nonzero reciprocal vectors and their squared lengths."""
    g = points_in_sphere(reciprocal, radius)
    g2 = np.einsum("ij,ij->i", g, g)
    keep = g2 > 1e-12
    return g[keep], g2[keep]


def mean_formula(kappa):
    return 4 * pi * charge / (volume * kappa**2)


def yukawa_direct(point, kappa, reach=32.0):
    """Plain real-space sum out to kappa*R = reach."""
    d = np.linalg.norm(point - sites(reach / kappa), axis=1)
    return charge * np.sum(np.exp(-kappa * d) / d)


def ewald(point, a):
    d = np.linalg.norm(point - sites(6 / a + 15), axis=1)
    g, g2 = waves(12 * a)
    wave_part = np.sum(np.exp(-g2 / (4 * a**2)) / g2 * np.cos(g @ point))
    return charge * (np.sum(erfc(a * d) / d) + 4 * pi / volume * wave_part
                     - pi / (volume * a**2))


def short_range(d, kappa, a):
    shift = kappa / (2 * a)
    return (np.exp(kappa * d) * erfc(a * d + shift)
            + np.exp(-kappa * d) * erfc(a * d - shift)) / (2 * d)


def yukawa_split(point, kappa, a):
    """Yukawa sum from its short-range and reciprocal parts, G = 0 included."""
    d = np.linalg.norm(point - sites(6 / a + 15), axis=1)
    g, g2 = waves(12 * a)
    s2 = g2 + kappa**2
    wave_part = np.sum(np.exp(-s2 / (4 * a**2)) / s2 * np.cos(g @ point))
    zero_part = np.exp(-kappa**2 / (4 * a**2)) / kappa**2
    return charge * (np.sum(short_range(d, kappa, a))
                     + 4 * pi / volume * (wave_part + zero_part))


G_CUT = 40.0


def error_sum(point, kappa):
    """(4 pi/V) sum cos(G.r)/(G^2(G^2+kappa^2)); integral tail at a site."""
    g, g2 = waves(G_CUT)
    total = 4 * pi / volume * np.sum(np.cos(g @ point) / (g2 * (g2 + kappa**2)))
    if np.linalg.norm(point) == 0:
        total += 2 / (pi * G_CUT)
    return total


print(f"cell volume = {volume:.3f} bohr^3, charge q = {charge:.1f} e")
print(f"field points: far {far_point} bohr, near {near_point} bohr")

# Gaussian representation, its two pieces, and Poisson summation
d0, k0 = 3.0, 0.4


def gauss(t):
    return 2 / np.sqrt(pi) * np.exp(-(d0 * t)**2 - k0**2 / (4 * t**2))


whole = quad(gauss, 0, np.inf, epsabs=1e-12)[0]
upper = quad(gauss, alpha, np.inf, epsabs=1e-12)[0]
assert abs(whole - np.exp(-k0 * d0) / d0) < 1e-9
assert abs(upper - short_range(d0, k0, alpha)) < 1e-9
for g_squared in (0.0, 0.5):
    s2 = g_squared + k0**2
    lower = quad(lambda t: 2 * pi / volume * t**-3 * np.exp(-s2 / (4 * t**2)),
                 0, alpha, epsabs=1e-13)[0]
    closed = 4 * pi / volume * np.exp(-s2 / (4 * alpha**2)) / s2
    assert abs(lower - closed) < 1e-9
width = 0.2
d = np.linalg.norm(far_point - sites(6 / width + 15), axis=1)
g, g2 = waves(12 * width)
gauss_real = np.sum(np.exp(-(width * d)**2))
gauss_wave = pi**1.5 / (volume * width**3) * (
    1 + np.sum(np.exp(-g2 / (4 * width**2)) * np.cos(g @ far_point)))
assert abs(gauss_real - gauss_wave) < 1e-10
print(f"Gaussian lattice sum (t = {width} bohr^-1): real space "
      f"{gauss_real:.8f}, reciprocal {gauss_wave:.8f}")

# Split form at finite kappa against the plain sum
for a in (0.25, 0.4):
    assert abs(yukawa_split(far_point, 0.2, a)
               - yukawa_direct(far_point, 0.2)) < 1e-9

# Ewald potential: independence of alpha, and the G = 0 remainder
phi_far, phi_near = ewald(far_point, alpha), ewald(near_point, alpha)
for a in (0.25, 0.4):
    value = ewald(far_point, a)
    print(f"Ewald phi(far), alpha = {a:.2f} bohr^-1: {value:.10f} hartree/e; "
          f"constant term {-pi * charge / (volume * a**2):.8f}")
    assert abs(value - phi_far) < 1e-11
remainder = mean_formula(0.05) * np.expm1(-0.05**2 / (4 * alpha**2))
constant = -pi * charge / (volume * alpha**2)
assert abs(remainder / constant - 1) < 0.05**2 / (8 * alpha**2)
print(f"G=0 term minus mean, kappa=0.05, alpha={alpha}: {remainder:.8f}; "
      f"limit {constant:.8f} hartree/e")

# The main limit, with its exact error
for name, point, phi in (("far", far_point, phi_far),
                         ("near", near_point, phi_near)):
    print(f"{name} point: Ewald phi = {phi:.8f} hartree/e")
    print("  kappa/bohr^-1  S  mean  S-mean  error (hartree/e)  "
          "error/kappa^2  formula  density ratio")
    shifted, flatness = [], []
    for kappa in kappas:
        total = yukawa_direct(point, kappa)
        shifted.append(total - mean_formula(kappa))
        error = shifted[-1] - phi
        predicted = -charge * error_sum(point, kappa)
        # local screening density divided by the uniform density -q/V
        flatness.append(kappa**2 * total * volume / (4 * pi * charge))
        print(f"  {kappa:.2f} {total:.7f} {mean_formula(kappa):.7f} "
              f"{shifted[-1]:.7f} {error:.3e} {error / kappa**2:.5f} "
              f"{predicted:.5f} {flatness[-1]:.5f}")
        # tolerance: truncation of the slowly converging reciprocal sum
        assert abs(error / kappa**2 - predicted) < 2e-4
    extrapolated = (4 * shifted[-1] - shifted[-2]) / 3
    print(f"  extrapolated to kappa = 0 from the last two: "
          f"{extrapolated:.7f} hartree/e")
    assert abs(extrapolated - phi) < 1e-4  # remaining error is O(kappa^4)
    assert abs(flatness[-1] - 1) < abs(flatness[-2] - 1)
    if name == "near":
        assert 3.5 < (flatness[-2] - 1) / (flatness[-1] - 1) < 4.5

# Uniform bound, tried at random points and very close to a site
origin = np.zeros(3)
bound = error_sum(origin, 0.0)
rng = np.random.default_rng(1)
trial = list(rng.random((25, 3)) @ cell) + [np.array([0.05, 0.0, 0.0])]
kb = 0.2
scaled = [abs(yukawa_direct(p, kb) - mean_formula(kb) - ewald(p, alpha)) / kb**2
          for p in trial]
print(f"uniform bound B = {bound:.5f} bohr; largest |error|/(q kappa^2) at "
      f"{len(trial)} points, kappa={kb}: {max(scaled) / charge:.5f} bohr")
assert max(scaled) <= abs(charge) * bound

# Cell averages: pyramids with apex on the charge remove the 1/r singularity
xu, wu = np.polynomial.legendre.leggauss(10)
xv, wv = np.polynomial.legendre.leggauss(14)
u, v, w = np.meshgrid((xu + 1) / 2, xv, xv, indexing="ij")
weight = (np.einsum("i,j,k->ijk", wu / 2, wv, wv) * u**2 / 8).ravel()
base = np.stack([u / 2, u * v / 2, u * w / 2], -1).reshape(-1, 3)
average_yukawa = average_phi = 0.0
for turn in range(3):
    positions = np.roll(base, turn, axis=1) @ cell
    # factor 2: the opposite pyramid contributes equally by inversion
    average_yukawa += 2 * weight @ np.array(
        [yukawa_direct(p, 0.4, 24.0) for p in positions])
    average_phi += 2 * weight @ np.array([ewald(p, alpha) for p in positions])
print(f"cell mean of S at kappa=0.4: quadrature {average_yukawa:.8f}, "
      f"formula {mean_formula(0.4):.8f} hartree/e")
print(f"cell mean of Ewald phi by quadrature: {average_phi:.1e} hartree/e")
assert abs(average_yukawa - mean_formula(0.4)) < 1e-6
assert abs(average_phi) < 1e-6

# Poisson equation away from the charges (fourth-order differences)
h = 0.1
laplacian = 0.0
for axis in np.eye(3):
    f = [ewald(far_point + m * h * axis, alpha) for m in (-2, -1, 0, 1, 2)]
    laplacian += (-f[0] + 16 * f[1] - 30 * f[2] + 16 * f[3] - f[4]) / (12 * h**2)
background = 4 * pi * charge / volume
print(f"Laplacian of phi at far point: {laplacian:.7f}; 4 pi q/V = "
      f"{background:.7f} hartree/(e bohr^2)")
assert abs(laplacian - background) < 1e-6

# Site potential: the R = 0 term is left out, so the error is linear in kappa
r_site = np.linalg.norm(sites(6 / alpha + 15), axis=1)
r_site = r_site[r_site > 1e-9]
g, g2 = waves(12 * alpha)
xi = (np.sum(erfc(alpha * r_site) / r_site)
      + 4 * pi / volume * np.sum(np.exp(-g2 / (4 * alpha**2)) / g2)
      - 2 * alpha / np.sqrt(pi) - pi / (volume * alpha**2))
tiny = np.array([1e-3, 0.0, 0.0])
assert abs(ewald(tiny, alpha) / charge - 1e3 - xi) < 1e-6
print(f"site potential per unit charge xi = {xi:.8f} bohr^-1")
print("  kappa/bohr^-1  site sum - mean  xi+kappa-kappa^2 B_kappa (bohr^-1)  "
      "(sum-mean-xi)/kappa")
for kappa in kappas:
    r_all = np.linalg.norm(sites(32.0 / kappa), axis=1)
    r_all = r_all[r_all > 1e-9]
    site_value = (np.sum(np.exp(-kappa * r_all) / r_all)
                  - mean_formula(kappa) / charge)
    predicted = xi + kappa - kappa**2 * error_sum(origin, kappa)
    print(f"  {kappa:.2f} {site_value:.7f} {predicted:.7f} "
          f"{(site_value - xi) / kappa:.5f}")
    assert abs(site_value - predicted) < 2e-4 * kappa**2
energy = charge**2 * xi / 2
print(f"energy per cell q^2 xi/2 = {energy:.7f} hartree = "
      f"{energy * HARTREE_EV:.4f} eV")

print("all tests passed")
```

It prints:

```
cell volume = 720.000 bohr^3, charge q = 1.0 e
field points: far [3. 2. 4.] bohr, near [1. 0. 0.] bohr
Gaussian lattice sum (t = 0.2 bohr^-1): real space 0.82134013, reciprocal 0.82134013
Ewald phi(far), alpha = 0.25 bohr^-1: -0.0699315514 hartree/e; constant term -0.06981317
Ewald phi(far), alpha = 0.40 bohr^-1: -0.0699315514 hartree/e; constant term -0.02727077
G=0 term minus mean, kappa=0.05, alpha=0.3: -0.04831342; limit -0.04848137 hartree/e
far point: Ewald phi = -0.06993155 hartree/e
  kappa/bohr^-1  S  mean  S-mean  error (hartree/e)  error/kappa^2  formula  density ratio
  0.40 0.0613577 0.1090831 -0.0477253 2.221e-02 0.13879 0.13879 0.56249
  0.20 0.3735052 0.4363323 -0.0628271 7.104e-03 0.17761 0.17761 0.85601
  0.10 1.6773063 1.7453293 -0.0680230 1.909e-03 0.19086 0.19086 0.96103
  0.05 6.9118716 6.9813170 -0.0694454 4.862e-04 0.19448 0.19448 0.99005
  extrapolated to kappa = 0 from the last two: -0.0699195 hartree/e
near point: Ewald phi = 0.69162973 hartree/e
  kappa/bohr^-1  S  mean  S-mean  error (hartree/e)  error/kappa^2  formula  density ratio
  0.40 0.6994808 0.1090831 0.5903978 -1.012e-01 -0.63270 -0.63271 6.41237
  0.20 1.0984554 0.4363323 0.6621231 -2.951e-02 -0.73767 -0.73767 2.51747
  0.10 2.4292467 1.7453293 0.6839175 -7.712e-03 -0.77123 -0.77123 1.39186
  0.05 7.6709962 6.9813170 0.6896792 -1.951e-03 -0.78023 -0.78024 1.09879
  extrapolated to kappa = 0 from the last two: 0.6915997 hartree/e
uniform bound B = 1.22100 bohr; largest |error|/(q kappa^2) at 26 points, kappa=0.2: 1.14558 bohr
cell mean of S at kappa=0.4: quadrature 0.10908308, formula 0.10908308 hartree/e
cell mean of Ewald phi by quadrature: 1.0e-11 hartree/e
Laplacian of phi at far point: 0.0174533; 4 pi q/V = 0.0174533 hartree/(e bohr^2)
site potential per unit charge xi = -0.31309874 bohr^-1
  kappa/bohr^-1  site sum - mean  xi+kappa-kappa^2 B_kappa (bohr^-1)  (sum-mean-xi)/kappa
  0.40 -0.0814671 -0.0814671 0.57908
  0.20 -0.1599152 -0.1599152 0.76592
  0.10 -0.2251754 -0.2251754 0.87923
  0.05 -0.2661428 -0.2661428 0.93912
energy per cell q^2 xi/2 = -0.1565494 hartree = -4.2599 eV
all tests passed
```
